\section*{Conserved Noise and the Structure Factor of a Stable Alloy}

\section*{The problem}

A uniform binary alloy has mean atomic fraction $c_0$ of component A. Its local fraction is $c(\mathbf r,t)=c_0+u(\mathbf r,t)$, and its free energy is
\begin{equation}
F=\int\left[f(c)+\kappa|\nabla c|^2\right]d^3r ,\qquad \kappa>0 .
\end{equation}
Here $f$ is an energy per volume, and the gradient term carries $\kappa$, not $\kappa/2$. The sample is a large periodic box of volume $V$. The composition obeys
\begin{equation}
\frac{\partial c}{\partial t}=-\nabla\cdot\mathbf J,\qquad
\mathbf J=-M\nabla\frac{\delta F}{\delta c}+\mathbf j ,
\end{equation}
with constant mobility $M$. The random flux $\mathbf j$ is Gaussian with zero mean and
\begin{equation}
\langle j_a(\mathbf r,t)j_b(\mathbf r',t')\rangle
=2\Gamma\,\delta_{ab}\,\delta(\mathbf r-\mathbf r')\,\delta(t-t').
\end{equation}
Its strength $\Gamma$ is still to be found. Because the noise enters as a divergence, it moves atoms about without creating any. Define
\begin{equation}
u_{\mathbf k}=V^{-1/2}\int u\,e^{-i\mathbf k\cdot\mathbf r}d^3r,\qquad
S(k,t)=\langle|u_{\mathbf k}|^2\rangle ,
\end{equation}
so that $S$ is a volume. Fluctuations are taken to be small enough for linear dynamics; part (g) estimates the error this causes in the equilibrium spectrum of the example.

\section*{(a) Find the relaxation rate of one composition wave}

\textbf{Solution.} Vary $c$ by $\delta c$ and integrate the gradient term by parts. The boundary term vanishes in the periodic box:
\begin{align}
\delta F&=\int\left[f'(c)\,\delta c+2\kappa\nabla c\cdot\nabla\delta c\right]d^3r
=\int\left[f'(c)-2\kappa\nabla^2c\right]\delta c\,d^3r .
\end{align}
The bracket is $\delta F/\delta c$. To first order $f'(c)=f'(c_0)+f''u$, with $f''$ evaluated at $c_0$. The constant has no gradient, so
\begin{equation}
\frac{\partial u}{\partial t}=M\nabla^2\left(f''u-2\kappa\nabla^2u\right)-\nabla\cdot\mathbf j .
\end{equation}
In Fourier space $\nabla\to i\mathbf k$ and $\nabla^2\to-k^2$. Hence
\begin{equation}
\frac{du_{\mathbf k}}{dt}=-R\,u_{\mathbf k}+\zeta_{\mathbf k},\qquad
R(k)=Mk^2A(k),\qquad A(k)=f''+2\kappa k^2 ,
\end{equation}
where $\zeta_{\mathbf k}=-i\mathbf k\cdot\mathbf j_{\mathbf k}$. One factor $k^2$ in $R$ comes from conservation: atoms must travel a distance of order $1/k$ to flatten the wave.

\section*{(b) Solve for the structure factor with $\Gamma$ left open}

\textbf{Solution.} The transformed flux has the correlation
\begin{align}
\langle j_{a,\mathbf k}(t)j^*_{b,\mathbf k}(t')\rangle
&=\frac1V\iint e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}
2\Gamma\delta_{ab}\delta(\mathbf r-\mathbf r')\delta(t-t')\,d^3r\,d^3r'\nonumber\\
&=2\Gamma\delta_{ab}\delta(t-t').
\end{align}
Contracting with $k_ak_b$ gives $\langle\zeta_{\mathbf k}(t)\zeta^*_{\mathbf k}(t')\rangle=2\Gamma k^2\delta(t-t')$. Multiplying the equation of motion by $e^{Rt}$ and integrating gives
\begin{equation}
u_{\mathbf k}(t)=e^{-Rt}u_{\mathbf k}(0)+\int_0^te^{-R(t-s)}\zeta_{\mathbf k}(s)\,ds .
\end{equation}
The initial state is independent of later noise, and the noise has zero mean, so the cross terms average to zero. The remaining terms are
\begin{align}
S(k,t)&=e^{-2Rt}S(k,0)+\int_0^t\!\!\int_0^te^{-R(2t-s-s')}2\Gamma k^2\delta(s-s')\,ds\,ds'\nonumber\\
&=e^{-2Rt}S(k,0)+2\Gamma k^2\int_0^te^{-2R(t-s)}ds\nonumber\\
&=e^{-2Rt}S(k,0)+\frac{\Gamma k^2}{R}\left(1-e^{-2Rt}\right).
\end{align}
The exponent contains $2R$ because $S$ is quadratic in the amplitude.

\section*{(c) Fix the noise strength from thermal equilibrium}

\textbf{Solution.} Take a mode with $A>0$. As $t\to\infty$, part (b) gives $S\to\Gamma k^2/R=\Gamma/(MA)$. This must equal the Boltzmann value.

Expand $F$ to second order. The linear term is $f'(c_0)\int u\,d^3r=0$ at fixed mean composition. With $u=V^{-1/2}\sum_{\mathbf k}u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, the quadratic term is
\begin{equation}
F_2=\frac12\int\left[f''u^2+2\kappa|\nabla u|^2\right]d^3r
=\frac12\sum_{\mathbf k}A(k)|u_{\mathbf k}|^2 .
\end{equation}
Since $u$ is real, $u_{-\mathbf k}=u^*_{\mathbf k}$. The pair $\pm\mathbf k$ therefore contributes $A|u_{\mathbf k}|^2=A(x^2+y^2)$, where $u_{\mathbf k}=x+iy$. The weight $e^{-A(x^2+y^2)/k_BT}$ gives $\langle x^2\rangle=\langle y^2\rangle=k_BT/(2A)$, and so $\langle|u_{\mathbf k}|^2\rangle=k_BT/A$. Equating this to $\Gamma/(MA)$ yields
\begin{equation}
\Gamma=Mk_BT .
\end{equation}
One constant serves every $k$, because $A$ cancels. The linear equation with Gaussian noise has a Gaussian stationary state with independent pairs of modes, so matching the variances matches the whole quadratic Boltzmann distribution.

For $k\neq0$ and $A\neq0$ the result is
\begin{equation}
\boxed{S(k,t)=S_{\rm eq}(k)+\left[S(k,0)-S_{\rm eq}(k)\right]e^{-2R(k)t},\quad
S_{\rm eq}=\frac{k_BT}{f''+2\kappa k^2}}
\end{equation}

A numerical trial used a one-dimensional regular solution in dimensionless units, with $c_0=0.4$, $f''=0.967$ and $\kappa=M=1$. Four thousand nonlinear trajectories with random fluxes started from a uniform state at $k_BT=10^{-4}$ and ran to $t=4$ on 20 cells of unit length. For the two longest waves, the largest deviation of the measured $S$ from the boxed formula was 1.2\% of the formula's value, comparable with the sampling error of about 1.6\% for each wave and with the bias of up to about 1.5\% from the coarse grid.

\section*{(d) Obtain the equilibrium form and its spatial meaning}

\textbf{Solution.} In a stable alloy $f''>0$, so $R>0$ for every $k\ne0$. At fixed $k\neq0$ the memory of the initial state dies, leaving
\begin{equation}
S_{\rm eq}(k)=\frac{S_{\rm eq}(0)}{1+\xi^2k^2},\qquad
S_{\rm eq}(0)=\frac{k_BT}{f''},\qquad \xi^2=\frac{2\kappa}{f''} .
\end{equation}
This is the Ornstein--Zernike form: $1/S_{\rm eq}$ is a straight line in $k^2$. The symbol $S_{\rm eq}(0)$ means the limit $k\to0$ of the equilibrium curve. Mobility sets the pace but has cancelled from the final state.

Let $G(r)$ be the correlation $\langle u(\mathbf r_0+\mathbf r)u(\mathbf r_0)\rangle$, the inverse transform of $S_{\rm eq}$. Multiplying $S_{\rm eq}$ by its denominator and returning to real space gives
\begin{equation}
(f''-2\kappa\nabla^2)G=k_BT\,\delta(\mathbf r).
\end{equation}
For $r>0$, the function $rG$ satisfies $(rG)''=rG/\xi^2$, whose decaying solution gives $G=Ce^{-r/\xi}/r$. Integrating over a vanishing sphere fixes $C$: the $f''$ term vanishes, while $-2\kappa\cdot4\pi r^2G'\to8\pi\kappa C=k_BT$. Thus
\begin{equation}
G(r)=\frac{k_BT}{8\pi\kappa}\,\frac{e^{-r/\xi}}{r}.
\end{equation}

Two other cases show what stability and noise each contribute. Without noise, $S=S(k,0)e^{-2Rt}$, and a stable alloy would lose all its fluctuations at $k\neq0$. If instead $f''<0$, waves with $k^2<|f''|/(2\kappa)$ have $R<0$ and grow. The boxed expression still solves the linear equation, but $S_{\rm eq}$ is then a negative constant, not an equilibrium spectrum, and the solution serves only until nonlinear terms matter. At the marginal wavenumber $A=0$, the limit $(1-e^{-2Rt})/R\to2t$ gives $S=S(k,0)+2Mk_BTk^2t$.

\section*{(e) Decide in what sense the long-time limit holds}

\textbf{Solution.} The limits $t\to\infty$ and $k\to0$ do not commute. For $k\xi\ll1$,
\begin{equation}
R\simeq Dk^2,\qquad D=Mf'' ,
\end{equation}
so the memory factor is $e^{-2Dk^2t}$. It falls to $1/e$ at
\begin{equation}
k_t=(2Dt)^{-1/2}.
\end{equation}
The equilibrium form is reached for $k$ well above $k_t$. Waves with $k\ll k_t$ keep their initial $S$, and the $k=0$ amplitude never changes, since it is the total composition.

In real space, take a flat initial spectrum $S_0$ and $Dt\gg\xi^2$. The unrelaxed part of $S$ is then approximately $[S_0-S_{\rm eq}(0)]e^{-2Dk^2t}$. Its inverse transform is a Gaussian integral:
\begin{equation}
\Delta G(r,t)=\frac{S_0-S_{\rm eq}(0)}{(8\pi Dt)^{3/2}}\,e^{-r^2/(8Dt)} .
\end{equation}
If $S_0<S_{\rm eq}(0)$, the short-range clustering is paid for by a faint negative correlation spread over a distance of order $\sqrt{Dt}$. At any fixed $r$ it fades as $t^{-3/2}$, yet its volume integral stays constant.

\section*{(f) Evaluate the result for an annealed Cu--Ni film}

A single-crystal film with $c_0=0.5$, much thicker than the longest wavelength considered (63 nm), is deposited cold with random site occupation and annealed at 800 K. Rough inputs are the fcc lattice parameter $a=0.357$ nm, mean-field critical temperature $T_c=630$ K, and a common tracer diffusivity $D^*=2\times10^{-16}$ cm$^2$/s $=0.02$ nm$^2$/s. Find the model parameters and the evolution of $S$.

\textbf{Solution.} \emph{Free energy.} Let each unlike nearest-neighbour bond cost $w/12$. The mean-field bond energy contains
\begin{equation}
c_i(1-c_j)+c_j(1-c_i)=c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2 .
\end{equation}
Each site has 12 bonds, so the first two terms sum to $wc(1-c)$ per site. Adding ideal mixing entropy and dividing by the atomic volume $\Omega$ gives
\begin{equation}
f''=\frac1\Omega\left[\frac{k_BT}{c_0(1-c_0)}-2w\right].
\end{equation}
At $c_0=1/2$ this vanishes when $4k_BT_c=2w$, so $w=2k_BT_c$.

For slow variation, the squared differences give, per site,
\begin{equation}
\frac12\,\frac{w}{12}\sum_{\mathbf v}(\mathbf v\cdot\nabla c)^2
=\frac{w}{24}\,4d^2|\nabla c|^2=\frac{wd^2}{6}|\nabla c|^2 .
\end{equation}
The half corrects for double counting, $d=a/\sqrt2$ is the neighbour distance, and cubic symmetry gives $\sum_{\mathbf v}v_av_b=(12d^2/3)\delta_{ab}$. Hence $\kappa=wd^2/(6\Omega)$.

\emph{Mobility.} With equal tracer diffusivities, and neglecting correlations between jumps, A atoms carry the flux $-(D^*/k_BT)\,c\nabla\mu_A$. The Gibbs--Duhem relation $c\nabla\mu_A+(1-c)\nabla\mu_B=0$ makes the fluxes of A and B cancel. It also gives $\nabla\mu_A=(1-c)\nabla(\mu_A-\mu_B)$. Since $\mu_A-\mu_B=\Omega\,\delta F/\delta c$,
\begin{equation}
M=\frac{D^*\Omega c_0(1-c_0)}{k_BT}.
\end{equation}

\emph{Numbers.} Here $\Omega=a^3/4=0.011375$ nm$^3$, $k_BT=0.06894$ eV, $w=0.10858$ eV and $d=0.2524$ nm. Then
\begin{align}
f''&=\frac{0.06894/0.25-2(0.10858)}{0.011375}=5.15\ \text{eV/nm}^3,\\
\kappa&=\frac{0.10858(0.2524)^2}{6(0.011375)}=0.101\ \text{eV/nm},\\
\xi&=\sqrt{2(0.1014)/5.15}=0.198\ \text{nm},\\
D&=(8.25\times10^{-4})(5.15)=0.00425\ \text{nm}^2/\text{s}.
\end{align}
Thus $D=4.25\times10^{-17}$ cm$^2$/s, about a fifth of $D^*$: the tendency to cluster weakens the force that smooths composition.

For random occupation, different sites are independent and each has variance $c_0(1-c_0)$. Summing over $V/\Omega$ sites gives
\begin{equation}
S(k,0)=\frac{\Omega^2}{V}\,\frac V\Omega\,c_0(1-c_0)=\Omega c_0(1-c_0)=0.00284\ \text{nm}^3 .
\end{equation}
This volume is the Laue unit used below. The equilibrium limit is $S_{\rm eq}(0)=0.06894/5.15=0.0134$ nm$^3$, or 4.71 Laue units. The boxed formula gives, in Laue units:

\begin{center}
\begin{tabular}{lcccc}
$k$ (nm$^{-1}$) & 0.1 & 0.3 & 1 & 3\\
\hline
60 s & 1.02 & 1.17 & 2.45 & 3.47\\
600 s & 1.18 & 2.36 & 4.51 & 3.47\\
3600 s & 1.98 & 4.46 & 4.53 & 3.47\\
equilibrium & 4.70 & 4.69 & 4.53 & 3.47
\end{tabular}
\end{center}

For example, at $k=1$ nm$^{-1}$ the time $1/(2R)$ is 113 s, so after 60 s $S=4.53-3.53e^{-60/113}=2.45$. Without noise, the value there at 600 s would be 0.005 instead of 4.51.

After one hour $k_t=(2\times0.00425\times3600)^{-1/2}=0.181$ nm$^{-1}$, a wavelength of 35 nm. The memory factor falls to 1\% at $0.39$ nm$^{-1}$. The one-hour row has its largest entry at intermediate $k$ although the alloy is stable: conservation holds $S$ down at small $k$, while the gradient energy lowers it at large $k$. A peak in $S$ is therefore not, by itself, evidence of spinodal decomposition.

\section*{(g) Judge how far the example can be trusted}

\textbf{Solution.} \emph{Coherency strain.} Let the stress-free lattice parameter change by the fraction $\eta u$. For a wave along [100], coherence imposes an elastic strain $-\eta u$ in both transverse directions. Zero normal stress gives a normal strain $2C_{12}\eta u/C_{11}$. The energy density is then $\eta^2Yu^2$, with
\begin{equation}
Y_{[100]}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
Its second derivative adds $2\eta^2Y$ to $f''$. Rough values $\eta=0.025$ and $C_{11},C_{12},C_{44}=190,125,85$ GPa give $Y_{[100]}=151$ GPa. The same elastic relaxation for a wave along [111], done numerically, gives 288 GPa. The additions are 23\% and 44\% of $f''$. They lower $S_{\rm eq}(0)$ from 4.71 to 3.83 and 3.28 Laue units, and raise $D$ by the same 23\% and 44\% at fixed $M$. The Ornstein--Zernike form survives along each direction, but its intercept and $\xi$ depend on direction.

\emph{Atomic discreteness.} The length $\xi$ is shorter than $d$, so the gradient expansion needs checking. Before that expansion, the bond energy gives the mean-field lattice form
\begin{equation}
\frac{S_{\rm lat}}{\Omega c_0(1-c_0)}=\frac1{1-\lambda\gamma(\mathbf k)},\qquad
\lambda=4c_0(1-c_0)\frac{T_c}{T},
\end{equation}
where $\gamma$ is the mean of $\cos(\mathbf k\cdot\mathbf v)$ over the 12 neighbours. At $k=1/\xi=5.04$ nm$^{-1}$ the continuum value is 2.35 Laue units. The lattice values are 2.43 along [100] and 2.46 along [111], so the continuum form is 3--4\% low relative to them. The expression for $G(r)$ rests on the same expansion, which does not guarantee it at neighbour distances.

\emph{Coupling between fluctuations.} A site holds either A or B, so its occupation variance is $c_0(1-c_0)$. The average of $S$ over the Brillouin zone must therefore be one Laue unit. The mean-field lattice form gives 1.09. Restoring the rule by adding one constant to $1/S_{\rm lat}$, with $w$ held fixed, lowers $S_{\rm eq}(0)$ to about 3.5 Laue units. The same constant would lower the equilibrium entries of the table in part (f) by a fifth to a quarter. This is an estimate of the missing nonlinear effect, not an exact correction, and it should not simply be added to the strain correction. Nor does it correct the time evolution: random occupation has site deviations of $\pm1/2$, which are not small, so the linear growth from that start is itself an approximation. For atoms exchanging places on the fcc lattice with the same bonds, and with time scaled so that their mean-square displacement gives the same $D^*$, $S$ after about one minute is roughly 10--13\% below the boxed formula near $k=1$ nm$^{-1}$ and 15--20\% below it near $k=3$ nm$^{-1}$; these figures are good to a few percentage points.

\emph{The real film.} Cu--Ni forms a continuous fcc solid solution at the anneal temperature, so its actual critical temperature must lie below 800 K. The mean-field $T_c$ is a model parameter and need not equal it, since mean-field theory overestimates the critical temperature for a given bond energy. The clustering tendency is the reason for taking $w$ positive. The intercept is sensitive to $T_c$: at $c_0=1/2$ it is $1/(1-T_c/T)$ Laue units, so $T_c=580$ and 680 K would give 3.6 and 6.7. For the kinetics, the least certain input is $D^*$, good at best to an order of magnitude; a tenfold larger value would make every relaxation time ten times shorter and leave $S_{\rm eq}$ unchanged. Real deposited films also break the assumption of ideal crystal diffusion, since excess vacancies and grain boundaries speed up transport. A steady 5 s ramp from room temperature matters little, because diffusion is thermally activated: for an activation energy of 2--2.8 eV the ramp does only as much as 0.2--0.3 s at 800 K, against a relaxation time of 9.7 s at $k=3$ nm$^{-1}$. For $T_c=630$ K, the strain and coupling estimates above, taken one at a time, leave the equilibrium intercept between roughly 3 and 5 Laue units. The two reductions should not be added. If the long-wave strain term is assumed to hold along each direction throughout the Brillouin zone, the site rule absorbs its zone average, and the two effects together give about 3.8 Laue units along [100] and 3.3 along [111], close to the strain-only values; plain addition would give 3.0 and 2.65.

\section*{Table of computed values}
\begin{verbatim}
Test: largest S(k,t) grid error = 0.299 %
Test: error ratio on halving grid = 4.02
Test: nonlinear trajectory error = 1.17 %
Lattice parameter (rough) = 0.357 nm
Critical temperature (rough) = 630 K
Anneal temperature = 800 K; atomic fraction = 0.50
Tracer diffusivity (rough) = 2.0e-16 cm2/s
Thermal energy kT = 0.06894 eV
Atomic volume = 0.011375 nm3
Neighbour distance d = 0.2524 nm
Interaction energy w = 0.10858 eV
Second derivative f'' = 5.1515 eV/nm3
Gradient coefficient kappa = 0.10138 eV/nm
Mobility M = 8.2500e-04 nm5/(eV s)
Interdiffusivity D = 0.00425 nm2/s = 4.250e-17 cm2/s
Thermodynamic factor D/D* = 0.2125
Correlation length xi = 0.1984 nm; 1/xi = 5.041 nm^-1
Laue unit = initial S = 0.002844 nm3
Equilibrium S(k->0) = 0.013382 nm3 = 4.706 Laue
Correlation G at r = 0.5 nm = 4.353e-03 (no unit)
Columns below: k = 0.1, 0.3, 1, 3 nm^-1
Relaxation time 1/(2R), s: 1.176e+04 1303 113.2 9.653
S at 60 s, Laue: 1.019 1.166 2.451 3.470
S at 600 s, Laue: 1.184 2.362 4.510 3.475
S at 3600 s, Laue: 1.977 4.457 4.528 3.475
S at 36000 s, Laue: 4.531 4.689 4.528 3.475
S equilibrium, Laue: 4.704 4.689 4.528 3.475
S without noise at 600 s, Laue: 0.95 0.631 0.00499 1.01e-27
k_t at 3600 s = 0.1808 nm^-1; wavelength 34.76 nm
Memory factor at k_t = 0.3674
k with 1 % memory at 3600 s = 0.3868 nm^-1
Strain input (rough): eta = 0.025
C11, C12, C44 (rough) = 190, 125, 85 GPa
Y[100], Y[111] = 150.5, 287.7 GPa
Strain term / f'': [100] 22.8 %, [111] 43.6 %
S(k->0) with strain: [100] 3.832, [111] 3.278 Laue
At k=1/xi: continuum S = 2.353 Laue
At k=1/xi: lattice S [100] 2.433, [111] 2.460 Laue
Lattice zone mean of S = 1.0904 Laue (sum rule: 1)
S(k->0), sum rule restored = 3.505 Laue
Mesh 24 to 48 shifts: mean 1.0e-10, S(0) 4.9e-11 Laue
Heating time = 5 s; over 1/(2R) at k=1 nm^-1: 0.0442
\end{verbatim}
